\section*{Sharp-Front Infiltration of a Polymer with Irreversible Traps}

\section{What dimensions and scaling fix}

A polymer film contains immobile traps at density $N$. A precursor dissolves in it, diffuses with diffusivity $D$, and is bound for good when it meets an empty trap. The dissolved concentration just inside the surface is held at $c_s$ for a time $t$. If trapping is very fast, the film divides into a filled layer of depth $s$ and an untouched region beyond it.

Diffusion is linear, and a very fast reaction has no concentration scale of its own. Multiplying $c_s$ and $N$ by the same factor therefore leaves $s$ unchanged, so only their ratio matters. The one length that can be built from $D$ and $t$ is $\sqrt{Dt}$, so
\begin{equation}
s=\sqrt{Dt}\;f(\varepsilon),\qquad \varepsilon=\frac{c_s}{N}.
\label{eq:dim}
\end{equation}
If $\varepsilon\ll1$, the amount merely dissolved is negligible beside the amount trapped. Then $D$ and $c_s$ matter only through the flux they produce, that is, through the product $Dc_s$. Equation (\ref{eq:dim}) depends on $Dc_s$ alone only if $f\propto\sqrt{\varepsilon}$, and hence
\begin{equation}
s=A\sqrt{\frac{Dc_st}{N}} .
\label{eq:form}
\end{equation}
It remains to find the number $A$, the error at finite $\varepsilon$, and the effect of a finite trapping rate.

\section{Model}

Let $x$ be the depth below the surface, $c(x,t)$ the dissolved and $n(x,t)$ the trapped concentration, all counted as numbers per volume. Subscripts $x$ and $t$ denote derivatives. The model is
\begin{align}
c_t+n_t&=D\,c_{xx}, \label{eq:cons}\\
n_t&=k\,c\,(N-n). \label{eq:trap}
\end{align}
The first equation conserves precursor. The second says that capture needs a dissolved molecule and an empty trap, with rate constant $k$; there is no release. The film starts empty, is much thicker than the infiltrated layer, and has constant $D$ until Section \ref{sec:layer}. Note that $c_s$ is a concentration in the polymer, not in the gas.

\section{The front during the dose}

Take $k\to\infty$. Dissolved precursor then exists only in $0<x<s$, where all traps are full, and $c(s,t)=0$. To advance by $ds$ the front must fill $N\,ds$ traps per area, supplied by the diffusive flux arriving there:
\begin{equation}
N\frac{ds}{dt}=-D\,c_x\big|_{x=s^-}.
\label{eq:stefan}
\end{equation}

\textbf{Small $\varepsilon$.} The front moves slowly compared with diffusion across the layer, so $c_{xx}\approx0$ and the profile is the straight line $c=c_s(1-x/s)$. Its slope is $-c_s/s$, and (\ref{eq:stefan}) becomes
\begin{equation}
N\,s\,\frac{ds}{dt}=Dc_s
\;\Rightarrow\;
\frac{N s^2}{2}=Dc_st
\;\Rightarrow\;
s_0=\sqrt{\frac{2Dc_st}{N}} .
\label{eq:s0}
\end{equation}
Thus $A=\sqrt2$ in (\ref{eq:form}). The assumption can now be checked: diffusion across the layer takes about $s_0^2/D$, while the front changes its depth appreciably in $s_0/\dot s_0=2t$. The ratio of these times is $s_0^2/(2Dt)=\varepsilon$.

\textbf{Any $\varepsilon$.} By (\ref{eq:dim}), $s=2\lambda\sqrt{Dt}$ with constant $\lambda$. The solution of $c_t=Dc_{xx}$ that equals $c_s$ at $x=0$ and zero at $x=s$ is
\begin{equation}
c=c_s\left[1-\frac{\operatorname{erf}\!\big(x/2\sqrt{Dt}\big)}{\operatorname{erf}\lambda}\right].
\end{equation}
Since $d\operatorname{erf}(z)/dz=(2/\sqrt\pi)e^{-z^2}$, the slope at the front is
\begin{equation}
c_x\big|_{s^-}=-\frac{c_s\,e^{-\lambda^2}}{\operatorname{erf}\lambda\,\sqrt{\pi Dt}} .
\end{equation}
Inserting this and $ds/dt=\lambda\sqrt{D/t}$ in (\ref{eq:stefan}), and cancelling $\sqrt{D/t}$, gives
\begin{equation}
\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon .
\label{eq:lambda}
\end{equation}
For small $\lambda$, use $\operatorname{erf}\lambda=(2/\sqrt\pi)(\lambda-\lambda^3/3+\dots)$ and $e^{\lambda^2}=1+\lambda^2+\dots$. The left side is $2\lambda^2(1+\tfrac23\lambda^2+\dots)$. To leading order $2\lambda^2=\varepsilon$; putting this in the bracket gives $2\lambda^2=\varepsilon(1-\varepsilon/3+\dots)$. Then
\begin{equation}
s^2=4\lambda^2Dt=s_0^2\left(1-\frac{\varepsilon}{3}+\dots\right),\qquad
s=s_0\left(1-\frac{\varepsilon}{6}+\dots\right).
\label{eq:eps6}
\end{equation}
The front lags because some precursor is still dissolved behind it. At $\varepsilon=0.01$ the root of (\ref{eq:lambda}) gives a relative deficit of $0.1660\,\varepsilon$, close to the limiting $\varepsilon/6$.

\section{The purge restores the simple law}
\label{sec:moment}

After the dose the surface is held at zero concentration until no dissolved precursor remains. Some of it leaves through the surface and the rest goes on to fill traps. Multiply (\ref{eq:cons}) by $x$ and integrate over the film. On the right, integration by parts gives
\begin{equation}
\int_0^\infty x\,c_{xx}\,dx=\big[x\,c_x\big]_0^\infty-\int_0^\infty c_x\,dx=0+c(0,t),
\end{equation}
because $c$ and $xc_x$ vanish at great depth. Therefore
\begin{equation}
\frac{d}{dt}\int_0^\infty x\,(c+n)\,dx=D\,c(0,t).
\label{eq:moment}
\end{equation}
The trapping rate has dropped out. The first moment grows to $Dc_st$ during the dose and stays there during the purge, when $c(0,t)=0$.

For $k\to\infty$ the final profile is a step: $n=N$ down to a depth $s_f$, and zero beyond. Its first moment is $Ns_f^2/2$, so
\begin{equation}
\frac{N s_f^2}{2}=Dc_st\quad\Rightarrow\quad s_f=s_0
\label{eq:final}
\end{equation}
for any value of $\varepsilon$. Formula (\ref{eq:s0}) is thus a small-$\varepsilon$ approximation at the end of the dose, but holds without that restriction after a complete purge.

For small $\varepsilon$ the two results can be reconciled by counting. The purge advances the front by $\varepsilon s_0/6$, which takes $N\varepsilon s_0/6=c_ss_0/6$ molecules per area. The straight-line profile held $c_ss_0/2$. One third of the dissolved precursor is therefore trapped and two thirds escape.

\section{Finite trapping rate}

Define the local exposure over dose and purge together, and its surface value:
\begin{equation}
\theta(x)=\int_0^\infty c(x,t)\,dt,\qquad \theta(0)=\Theta=c_st .
\end{equation}
Dividing (\ref{eq:trap}) by $N-n$ and integrating over time gives $\ln[(N-n)/N]=-k\theta$. Integrating (\ref{eq:cons}) over time, with $c=0$ both at the start and at the end, gives $n=D\theta''$, where primes mean $d/dx$. The final trapped profile therefore obeys
\begin{equation}
n=N\left(1-e^{-k\theta}\right)=D\,\theta'' .
\label{eq:theta}
\end{equation}
Only $\Theta$ enters, through the boundary value. As long as $D$ is constant, a strong short dose and a weak long one of equal exposure leave the same final profile.

Multiply the second equality by $\theta'$ and integrate from $x$ to great depth, where $\theta$ and $\theta'$ vanish:
\begin{equation}
\frac D2\,\theta'^2=N\left[\theta-\frac{1-e^{-k\theta}}{k}\right].
\label{eq:first}
\end{equation}
The retained amount per area is $M=\int_0^\infty n\,dx=D[\theta']_0^\infty=-D\theta'(0)$, with $\theta'(0)<0$. Taking the root of (\ref{eq:first}) at $x=0$ and dividing by $N$,
\begin{equation}
\frac MN=\sqrt{\frac{2D}{N}\left[\Theta-\frac{1-e^{-k\Theta}}{k}\right]}
=\sqrt{s_0^2-2\ell^2\left(1-e^{-k\Theta}\right)},
\label{eq:M}
\end{equation}
where
\begin{equation}
\ell=\sqrt{\frac{D}{kN}},\qquad k\Theta=\frac{s_0^2}{2\ell^2}.
\label{eq:ell}
\end{equation}
The length $\ell$ is the mean distance, measured along the depth axis, between a molecule's starting point and its place of capture among empty traps. Two limits follow.

\textbf{Fast trapping,} $\ell\ll s_0$. The exponential is negligible and $M/N\approx s_0(1-\ell^2/s_0^2)$. The correction is quadratic in $\ell/s_0$.

\textbf{Slow trapping or small exposure,} $k\Theta\ll1$. Expanding the exponential, the square bracket in (\ref{eq:M}) becomes $k\Theta^2/2$, and
\begin{equation}
\frac MN\approx\Theta\sqrt{\frac{Dk}{N}}=k\Theta\,\ell .
\end{equation}
Uptake is now proportional to the exposure, not to its square root. Traps are sparsely filled over a depth of order $\ell$, and there is no front.

\textbf{Shape of the front.} With $u=k\theta$, (\ref{eq:first}) becomes $\ell\,u'=-\sqrt{2(u-1+e^{-u})}$. Separating variables and starting from $u=k\Theta$ at $x=0$,
\begin{equation}
x=\ell\int_{u}^{k\Theta}\frac{dv}{\sqrt{2\,(v-1+e^{-v})}},\qquad \frac nN=1-e^{-u}.
\label{eq:shape}
\end{equation}
The distance between two filling levels is an integral between two fixed values of $u$. It does not contain $\Theta$, provided the surface is filled beyond the higher level. The front thus keeps its width as it goes deeper and becomes relatively sharper. Far ahead $u\ll1$, the root reduces to $u$, and $n\propto e^{-x/\ell}$.

\section{Worked example}

Take round parameters for trimethylaluminium entering a hydroxyl-bearing polymer film at 363 K and 1 Torr: $D=10^{-10}\ \mathrm{cm^2/s}=10^4\ \mathrm{nm^2/s}$, $c_s=0.03\ \mathrm{nm^{-3}}$, $N=1\ \mathrm{nm^{-3}}$, $k=100\ \mathrm{nm^3/s}$ and $t=100$ s. Then
\begin{equation}
s_0=\sqrt{\frac{2\times10^4\times0.03\times100}{1}}\ \mathrm{nm}=244.9\ \mathrm{nm}\approx0.245\ \mathrm{\mu m},
\end{equation}
\begin{equation}
\ell=\sqrt{\frac{10^4}{100\times1}}\ \mathrm{nm}=10\ \mathrm{nm}.
\end{equation}
Digits beyond the second serve here to compare formulas; the parameters do not deserve them.

At the end of the dose, (\ref{eq:lambda}) gives $\lambda=0.12187$ and $s=243.7$ nm, which is $\varepsilon/6=0.5\%$ below $s_0$. A direct numerical solution of (\ref{eq:cons}) and (\ref{eq:trap}), with the finite $k$, gives a trapped amount equivalent to 243.3 nm. After the purge it gives 244.5 nm, as does (\ref{eq:M}). The first moment is $30\,000\ \mathrm{nm^{-1}}$ at both times, equal to $Dc_st$. With fast traps the front acts as a sink, and the purge must be long compared with the slowest diffusive decay time of a layer emptied at both faces, $s_0^2/(\pi^2D)=0.61$ s. With slow traps it must also be long compared with the capture time $1/(kN)$.

The final front is 34.5 nm wide between 90\% and 10\% filling. A dose of 25 s gives the same width at about half the depth, 121.7 nm. In the 100 s case the half-filled point lies at 242.9 nm, slightly short of $M/N$, so the front is not symmetric about it.

Two harder cases separate the statements. With $\varepsilon=1$ and a dose of 3.0 s, the exposure is unchanged at $3.00\ \mathrm{s/nm^3}$. The moving-boundary depth at the end of the dose is 214.8 nm and the numerical solution gives 214.1 nm, well below $s_0$. After the purge the numerical solution returns to 244.5 nm, as (\ref{eq:theta}) requires. With the original dose but $k=1\ \mathrm{nm^3/s}$, so that $\ell=100$ nm, both (\ref{eq:M}) and the numerical solution give 202.5 nm. Here the sharp-front formula overstates the retained amount by about 21\% of its true value.

\section{When the filled layer differs from the fresh polymer}
\label{sec:layer}

In the sharp limit dissolved precursor exists only behind the front. The diffusivity in (\ref{eq:s0}), and likewise $c_s$, is therefore that of the \emph{filled} polymer. If filling lowers $D$ tenfold, the depth falls by $\sqrt{10}$, from 244.9 to 77.5 nm. A numerical solution with $D$ falling gradually as the traps fill, and with faster traps ($k=2500\ \mathrm{nm^3/s}$) to keep the front thin, gives 78.2 nm. The two depths agree to about 1\%. The gap grows with $\ell$: with $k=100\ \mathrm{nm^3/s}$ the depth is about 81 nm, 5\% above the sharp law. At $k=2500\ \mathrm{nm^3/s}$ the trapping length in the filled polymer, 0.6 nm, is below the trap spacing, so this case tests the equations rather than describing a real front.

Trapped material also swells the film. Let each trapped unit add a volume $v$, and let the substrate allow expansion only in thickness. The filled layer stretches by $J=1+Nv$. If $s$ is its depth measured in dry polymer, the diffusion path is $Js$, and with $D$ and $c_s$ unchanged
\begin{equation}
N\frac{ds}{dt}=\frac{Dc_s}{Js}\quad\Rightarrow\quad s=\frac{s_0}{\sqrt J},\qquad Js=s_0\sqrt J .
\end{equation}
An assumed $v=0.12\ \mathrm{nm^3}$ gives $J=1.12$: a dry depth of 231.5 nm and a swollen depth of 259.2 nm, shifts of about $-5.5\%$ and $+5.8\%$ relative to $s_0$.

\section{The real process and the limits of the law}

The example lies in the regime of vapour-phase infiltration of polymer films, but its values are round assumptions, not data for a particular polymer. Diffusivity and solubility vary strongly with polymer and temperature, and $k$ is an assumption. Real films break the assumption of constant $D$ when the bound inorganic material obstructs later diffusion. Among the effects sized here this is the largest: the assumed tenfold slowing cuts the depth to about a third.

It is also essential to use the dissolved concentration, not the gas density, for $c_s$. An ideal gas of monomers at 1 Torr and 363 K has density $2.66\times10^{-5}\ \mathrm{nm^{-3}}$, which is 1128 times below the assumed dissolved concentration. Put in place of $c_s$ in (\ref{eq:s0}), it would give 7.3 nm. That is less than $\ell$, so the sharp-front formula would not even apply. Trimethylaluminium vapour is partly dimeric under these conditions, which changes the gas figures here and below by tens of percent but not the conclusions.

Gas supply is not limiting in this example. At the end of the dose the film takes up about $Ns_0/(2t)=1.22$ molecules per $\mathrm{nm^2}$ and second, against an impingement of $2.17\times10^6$ in the same unit. An entry probability well above $10^{-6}$ is enough at that time.

Irreversibility is a condition on binding. For a release rate $\nu e^{-E/k_BT}$ with an assumed $\nu=10^{13}\ \mathrm{s^{-1}}$, less than 1\% of the trapped units are released during the dose if $E$ exceeds $k_BT\ln(\nu t/0.01)=1.22$ eV. More weakly bound adducts can detach and diffuse on, and (\ref{eq:trap}) then needs a release term.

Finally, the film must be thicker than the front is deep. Solving (\ref{eq:s0}) gives, to leading order in $\varepsilon$, the time at which the front reaches the bottom of a film of thickness $L=500$ nm,
\begin{equation}
t_L=\frac{NL^2}{2Dc_s}=\frac{1\times500^2}{2\times10^4\times0.03}\ \mathrm s=417\ \mathrm s .
\end{equation}
With the lag of (\ref{eq:eps6}) included, the sharp front arrives at $L^2/(4\lambda^2D)=421$ s. Doubling the thickness quadruples this time, at fixed $D$, $c_s$ and $N$ and with fast trapping. The law covers exposures that draw on one initial stock of traps. That only their sum matters was shown for constant $D$. If $D$ falls as the traps fill, it still holds for a sharp front but fails for slow trapping. If a water pulse between doses creates new traps, the exposures may not simply be added. The remaining computed values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
D = 1.0e-10 cm2/s = 10000 nm2/s
Dissolved surface concentration c = 0.030 nm^-3
Trap density N = 1.00 nm^-3; c/N = 0.030
Trapping constant k = 100 nm3/s
Dose time = 100 s; exposure c*t = 3.00 s/nm3
Temperature = 363 K; pressure = 1.0 Torr
Sharp-front depth s0 = 244.9 nm = 0.2449 um
Moving-boundary root lambda = 0.12187
Moving-boundary depth at dose end = 243.7 nm
Solver: trapped amount/N at dose end = 243.3 nm
Solver: trapped amount/N after purge = 244.5 nm
Finite-rate formula after purge = 244.5 nm
Dissolved fraction of c at half depth = 0.497
D*c*t = 30000 nm^-1
Solver: first moment at dose end = 30000 nm^-1
Solver: first moment after purge = 30000 nm^-1
Trapping length l = 10.0 nm; solver tail = 10.03 nm
Half-filled position after purge = 242.9 nm
Front width, 90 to 10 % filled = 34.5 nm
Relative deficit/(c/N) at c/N=0.01 = 0.1660
c/N=1: dose time = 3.0 s
c/N=1: moving-boundary depth = 214.8 nm
c/N=1: solver at dose end = 214.1 nm
c/N=1: solver after purge = 244.5 nm
Two pulses: largest filling difference = 5.4e-07
Quarter dose: time = 25 s, depth = 121.7 nm
Quarter dose: front width = 34.5 nm
Slow traps: k = 1.0 nm3/s, l = 100 nm
Slow traps: solver = 202.5 nm, formula = 202.5 nm
Filled-layer D divided by 10, k = 2500 nm3/s:
  solver = 78.2 nm, sharp law = 77.5 nm
Swelling volume per trapped unit = 0.12 nm3
Swelling factor J = 1.12
  dry depth: solver = 231.9 nm, s0/sqrt(J) = 231.5 nm
  swollen depth s0*sqrt(J) = 259.2 nm
Ideal-gas density = 2.66e-05 nm^-3
Dissolved/gas concentration ratio = 1128
Wrong depth from gas density = 7.3 nm
Uptake flux at dose end = 1.22 nm^-2 s^-1
Gas impingement (monomer) = 2.17e+06 nm^-2 s^-1
Release attempt rate assumed = 1e+13 s^-1
Barrier for 1 % release in the dose = 1.22 eV
Purge clearing time s0^2/(pi^2 D) = 0.61 s
Film thickness = 500 nm; fill time = 417 s
\end{verbatim}
